# Size Consistency and Long-Range Forces in Hartree–Fock Theory

## Result

Let fragments A and B, with clamped nuclei, be separated by $R$. The orbitals are real and expanded in a fixed finite basis, each function attached to one fragment. "Minimum" means the global minimum over determinants. Hartree atomic units are used.

**UHF.** For fixed numbers $n_\alpha,n_\beta$ of spin-up and spin-down electrons,

$$\lim_{R\to\infty}E^{\rm UHF}_{AB}=\min_{\text{integer divisions}}\left[E^{\rm UHF}_A(n_\alpha^A,n_\beta^A)+E^{\rm UHF}_B(n_\alpha^B,n_\beta^B)\right],\tag{1}$$

where $n_\sigma^A+n_\sigma^B=n_\sigma$. UHF is size consistent for chosen fragment states if they form the lowest division compatible with the total $M_S$.

**RHF.** For closed-shell fragments the RHF energy is additive if each fragment's RHF minimum is also its UHF minimum, and the closed-shell division is the lowest one in (1). These conditions are sufficient. The word "closed-shell" alone does not supply them.

**Interaction.** For localized, nondegenerate fragment solutions that are stable against charge transfer,

$$E_{\rm int}^{\rm HF}(R)=E_{\rm electrostatic}+E_{\rm induction}+(\text{overlap terms}).\tag{2}$$

The charge densities and the response in (2) are those of HF. There is no dispersion term. An $R^{-6}$ term can occur, but it is then induction or an electrostatic term between permanent multipoles whose ranks add to five, such as dipole–hexadecapole or quadrupole–octupole.

## Proof for UHF

**The limiting functional.** Let $S$ be the overlap matrix and write the occupied coefficients as $S^{-1/2}X$, with $X^TX=1$ for each spin. The allowed $X$ form a closed and bounded set that does not depend on $R$. The energy is a polynomial in $X$ whose coefficients are built from the integrals.

As $R\to\infty$, every integral containing a product of an A function and a B function of the same electron vanishes with the overlap. The remaining inter-fragment Coulomb, exchange and nuclear terms vanish at least as fast as $1/R$. The energy $f_R(X)$ therefore converges uniformly to a functional $f_\infty(X)$, and

$$|\min f_R-\min f_\infty|\le\max_X|f_R(X)-f_\infty(X)|\to0 .$$

It remains to minimize $f_\infty$. The argument uses the finite basis; a complete basis would need a separate treatment of electrons escaping to infinity.

**Paired orbitals.** In the limit, the occupied coefficients of one spin split into blocks $C_A$ and $C_B$, in orthonormal fragment bases, with

$$C_A^TC_A+C_B^TC_B=1 .$$

Diagonalize $C_A^TC_A$ by a rotation of the occupied orbitals, which leaves the determinant unchanged up to a sign. Its eigenvalues $p_i$ lie between 0 and 1, and the same rotation makes $C_B^TC_B$ diagonal with entries $1-p_i$. Hence

$$\phi_i=\sqrt{p_i}\,a_i+\sqrt{1-p_i}\,b_i,\tag{3}$$

with orthonormal $a_i$ on A and orthonormal $b_i$ on B. If $p_i$ is 0 or 1, the absent partner is not needed.

**Linearity.** Only the diagonal blocks of the density matrix survive in $f_\infty$. The A block is $\sum_ip_ia_ia_i^T$ for each spin, so

$$E_A=V_A+\sum_ip_ih_{ii}+\frac12\sum_{ij}p_ip_j\left(J_{ij}-\delta_{\sigma_i\sigma_j}K_{ij}\right).\tag{4}$$

Here $V_A$ is the nuclear repulsion, $i$ runs over both spins, and $J_{ij}=(ii|jj)$, $K_{ij}=(ij|ij)$. The terms with $i=j$ vanish because $J_{ii}=K_{ii}$, so $E_A$ contains no $p_i^2$. The same holds for $E_B$ with weights $1-p_i$. Thus $f_\infty$ is linear in each $p_i$ when the others are held fixed.

A linear function on $[0,1]$ has its minimum at an end point. Moving the $p_i$ one after another to their better end points never raises the energy. It ends with every orbital on one fragment, that is, with two fragment determinants and integer electron numbers. No determinant can therefore lie below the right side of (1). The product of the best fragment determinants reaches that value, which proves (1).

If an ion pair were the lowest division, UHF would dissociate to ions. The energy would still be additive, but for fragments other than the neutral ones.

## What changes in RHF

In RHF both spins share the same orbital and the same $p_i$. The self-terms of a doubly occupied orbital on A are then

$$\frac12(2p_i)^2J_{aa}-2\cdot\frac12p_i^2J_{aa}=p_i^2J_{aa},$$

and B contributes $(1-p_i)^2J_{bb}$. The energy is now convex in $p_i$, with second difference

$$E(0)+E(1)-2E(\tfrac12)=\tfrac12(J_{aa}+J_{bb})>0 .$$

A minimum with a divided pair is possible, and the end-point argument fails.

For closed-shell fragments that meet the stated conditions, additivity follows from a sandwich:

$$E_A^{\rm RHF}+E_B^{\rm RHF}=\lim E_{AB}^{\rm UHF}\le\lim E_{AB}^{\rm RHF}\le E_A^{\rm RHF}+E_B^{\rm RHF}.\tag{5}$$

The equality is (1) with the two conditions inserted. The first inequality holds because every RHF determinant is also a UHF determinant. The second holds because the product of the fragment RHF determinants is an allowed trial function.

When a single bond breaks into two neutral radicals, a divided pair also leaves a slow tail. Without the pair, each fragment has charge $+1$. With it, the net charges are $1-2p$ on A and $2p-1$ on B, giving a Coulomb energy $-(2p-1)^2/R$. The inter-fragment exchange is $-2p(1-p)/R$: a factor $-\frac12$, two spins, and two orderings of the electron positions, each with weight $p(1-p)$. The sum is

$$-\frac{(2p-1)^2+2p(1-p)}{R}=-\frac{p^2+(1-p)^2}{R}.\tag{6}$$

The numerator is the probability of finding both electrons of the pair on the same fragment. Since the energy is stationary in $p$, the limiting $p$ suffices at this order.

## The interaction at large distance

**Reduction to charge densities.** Start from localized determinants. A Fock element between an occupied orbital on one fragment and a virtual orbital on the other contains an A–B product in each of its integrals, so it is overlap-small. If the Hessian for charge-transfer rotations is positive, the energy gained by such rotations is of second order in these elements. Exchange between localized orbitals on different fragments is overlap-small too. What remains is

$$E(R)=\min_{\gamma_A,\gamma_B}\left\{E_A[\gamma_A]+E_B[\gamma_B]+\iint\frac{\rho_A(\mathbf r)\rho_B(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r\,d\mathbf r'\right\},\tag{7}$$

where $\gamma$ is a fragment density matrix and $\rho$ the total charge density, nuclei included. In this mean-field energy each fragment feels the average charge of the other. Correlated fluctuations do not enter.

**Electrostatics.** Inserting the densities of the isolated fragments in (7) gives the first-order energy. It contains the HF multipole moments, which differ from the exact ones.

**Induction.** Take a closed-shell fragment in a uniform field $F$ along $z$. Let each occupied orbital change by $\sum_ax_{ia}\phi_a$, with $i,j$ occupied and $a,b$ virtual. To second order the energy change is

$$\delta E=2x^TMx+4F\,z^Tx,\tag{8}$$

$$M_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+4(ia|jb)-(ij|ab)-(ib|ja).$$

The linear term arises because the electronic dipole changes by $-4z^Tx$, with two spins and two cross terms, and the field energy is $-F\mu$. In the quadratic term, two electrons per orbital give $2x^2(\varepsilon_a-\varepsilon_i)$. The density change $4\sum x_{ia}\phi_i\phi_a$ has Coulomb self-energy $8\sum x_{ia}x_{jb}(ia|jb)$, which is the factor 4 in $M$. Exchange of the changed density matrix gives the last two terms.

Setting the derivative to zero gives $x=-FM^{-1}z$, and hence

$$\delta E=2F^2z^TM^{-1}z-4F^2z^TM^{-1}z=-\tfrac12\alpha F^2,\qquad \alpha=4z^TM^{-1}z.\tag{9}$$

This is the coupled-HF polarizability. Keeping only orbital-energy differences in $M$ gives the uncoupled value, which does not describe the HF interaction. Nonuniform fields add higher multipole polarizabilities in the same way.

The coupling between the two induced densities is a product of two first-order responses and one interaction, so it first appears at third order. It is mutual induction. If neither fragment has an external permanent field, the isolated densities satisfy the stationary conditions of (7). They remain the minimum at large $R$, because the coupling of the responses is then too weak to overturn the positive fragment Hessians. Two neutral atoms with spherical HF densities therefore have no inverse-power interaction in such a localized HF solution. A divided RHF pair falls outside (7) and leaves the tail (6).

**The missing term.** Second-order perturbation theory for the many-electron Hamiltonian also includes states with A and B excited simultaneously. Their amplitudes are of first order in the interaction and do not factor into a response of A times a response of B. In a rotated determinant, the corresponding double-excitation amplitude is the product $x_Ax_B$. It is of second order, and it vanishes without permanent fields.

Second-order Møller–Plesset theory (MP2) restores the missing term. With the fragments displaced along $z$, the dipole interaction of one electron on each is $(xx'+yy'-2zz')/R^3$. For closed shells there are four choices of the two excited spins, so

$$E_{\rm disp}=-\frac{C_6}{R^6},\qquad C_6=4\sum_{ia\in A}\sum_{jb\in B}\frac{(x_{ia}x_{jb}+y_{ia}y_{jb}-2z_{ia}z_{jb})^2}{\varepsilon_a-\varepsilon_i+\varepsilon_b-\varepsilon_j}.\tag{10}$$

This $C_6$ uses uncoupled HF excitations and is not the exact coefficient.

**Degenerate fragments.** If a fragment solution is degenerate, for example in the orientation of an open shell, the first-order energy must first be minimized within the degenerate set. The expansion above starts after that choice.

## Worked example: methane

The molecule is tetrahedral with C–H distance 2.05 bohr, in the 6-31G** basis. The numbers illustrate HF and MP2 in this basis; basis-set error and correlation beyond MP2 are left out.

### Breaking one C–H bond

One hydrogen is pulled away while CH$_3$ keeps its pyramidal shape. The departing atom carries one extra p function of exponent 0.25. The fragment energies are

$$E_{\rm CH_3}+E_{\rm H}=-39.554228-0.498233=-40.052461\ \text{hartree}.$$

The divisions CH$_3^+$ + H$^-$ and CH$_3^-$ + H$^+$ lie 0.4445 and 0.5845 hartree higher, so the neutral division is the lowest of these three. (The anions need diffuse functions: aug-cc-pVDZ gives 0.382 and 0.537 hartree, in the same order.) Energies relative to the neutral sum are:

| $R$ (bohr) | UHF (hartree) | RHF (hartree) |
|---:|---:|---:|
| 2.05 | $-0.1493$ | $-0.1493$ |
| 4 | $-0.0132$ | $0.0248$ |
| 14 | $-5.645\times10^{-8}$ | $0.2479$ |
| 100 | below $10^{-12}$ in size | $0.2804$ |

The entries depend on the basis; the UHF value at 4 bohr is $-0.0126$ hartree in aug-cc-pVDZ. UHF reaches the fragment sum. The RHF solution, followed outward from the bonded molecule, does not. At 400 bohr it lies 0.28427 hartree above the sum, with 1.150 electrons on H. Then $1-p\approx0.575$ and, with the population averaged over 100 and 400 bohr, the ionic weight in (6) is 0.511. The energies at these two distances give a tail coefficient of 0.513 hartree bohr. Removing the tail gives

$$0.28427+\frac{0.5114}{400}=0.28555\ \text{hartree}=7.77\ \text{eV}$$

as the error of this RHF solution relative to the UHF fragments. The value depends on the basis: aug-cc-pVDZ gives 7.28 eV, with 1.189 electrons on H.

In this basis the small UHF attraction at 14 bohr is induction. Hydrogen is neutral and spherical, so its first-order energy in the field of CH$_3$ vanishes apart from overlap. The field of isolated CH$_3$ at the H nucleus is $-1.9155\times10^{-4}$ a.u., and $\alpha_{\rm H}=3.077$ bohr$^3$ in this basis. Thus

$$-\tfrac12(3.077)(1.9155\times10^{-4})^2=-5.645\times10^{-8}\ \text{hartree},$$

in agreement with the UHF energy. The closeness of the agreement depends on the basis, and the values are not converged (the exact $\alpha_{\rm H}$ is 4.5 bohr$^3$). In aug-cc-pVDZ, $\alpha_{\rm H}=4.29$ bohr$^3$ and the field is $-2.08\times10^{-4}$ a.u., so $-\frac12\alpha F^2=-9.3\times10^{-8}$ hartree, while the UHF energy at 14 bohr is $-6.5\times10^{-7}$ hartree; with diffuse functions this formula does not account for the energy at that distance. H carries only s and p functions, so its 1s orbital responds only to the dipole part of the potential. With d functions, the quadrupole polarizability would add a field-gradient term. As the leading field is $2\mu/R^3$, this energy falls asymptotically as $-2\alpha_{\rm H}\mu^2/R^6$; it is still 1.33 times that form at 14 bohr and 1.03 times at 200 bohr. An $R^{-6}$ law alone is therefore no evidence of dispersion.

### Methane and a unit charge

A distant point charge is a fragment without electrons. The H atoms lie along cube diagonals and the charge on the $z$ axis. Averaging the energies for charges $+1$ and $-1$ removes terms odd in the charge. At 20 bohr the induction energy is $-3.870\times10^{-5}$ hartree, so

$$-2R^4E=2(20)^4(3.870\times10^{-5})=12.38\ \text{bohr}^3.$$

At 30 bohr the value is 12.47. The twofold rotation about $x$ maps the molecule onto itself and $z$ onto $-z$. The energy is therefore the same for the charge at $\pm R$, and the $R^{-5}$ dipole–quadrupole term vanishes. Extrapolation in $1/R^2$ then gives 12.53 bohr$^3$, equal to the coupled polarizability to these digits. The uncoupled value, 9.98 bohr$^3$, is 20% lower than the coupled one. Neither value is converged with basis: aug-cc-pVTZ gives 15.9 (coupled) and 13.25 bohr$^3$ (uncoupled), a gap of 17%.

### Two methane molecules

The second molecule is a copy of the first, translated by $R$ along $z$. The lowest eigenvalue of $M$ is 0.536 hartree. The corresponding triplet matrix, without the term $4(ia|jb)$, has lowest eigenvalue 0.307 hartree. RHF methane is thus a local minimum against these real rotations. The divisions into CH$_4^+$ + CH$_4^-$ and into two triplets cost 0.739 and 0.845 hartree for the lowest UHF solutions found. An iteration from the default guess stops at unstable solutions of CH$_4^+$ and of the triplet, which give 0.741 and 0.893 hartree instead. In aug-cc-pVDZ the two eigenvalues are 0.412 and 0.302 hartree, and the solutions found for the two divisions cost 0.525 and 0.702 hartree; all remain positive. These results support the conditions for (5) but do not prove a global minimum.

Tetrahedral symmetry removes the dipole and the traceless quadrupole. The first moment that matters is $O=\int\rho\,xyz\,d\mathbf r$. In the third-order expansion of the potential, the factor $1/6$ cancels the six orderings of $xyz$:

$$\varphi=-O\,\partial_x\partial_y\partial_z\frac1r=\frac{15\,O\,xyz}{r^7}.$$

The energy of the second octupole is $O\,\partial_x\partial_y\partial_z\varphi$ at $(0,0,R)$. On the axis $\partial_x\partial_y\varphi=15\,O\,z^{-6}$, and one more derivative gives

$$E_{\rm electrostatic}=-\frac{90\,O^2}{R^7}.\tag{11}$$

With $O=0.9179$ $e$ bohr$^3$ the coefficient is $-75.8$ hartree bohr$^7$. (The moment is basis dependent: aug-cc-pVDZ and aug-cc-pVTZ give $O=1.008$ and $0.970$, hence coefficients $-91.5$ and $-84.6$.) Exchanging the identical translated molecules shows that $E(\mathbf R)=E(-\mathbf R)$, which cancels the $R^{-8}$ electrostatic term, so $R^7E$ is extrapolated in $1/R^2$. The HF energies at 16 and 24 bohr then give $-75.7$.

At 20 bohr the parts of the interaction are:

- HF: $-5.363\times10^{-8}$ hartree, of which the frozen densities give $-5.362\times10^{-8}$.
- MP2 correlation: $-1.171\times10^{-6}$ hartree, about 22 times the HF part.

Equation (10) gives $C_6=74.3$ hartree bohr$^6$. Extrapolating $-R^6E$ of the MP2 correlation energies at 16 and 24 bohr in $1/R^2$ gives 74.1, a difference of 0.3% relative to (10). The basis lacks diffuse functions and underestimates this coefficient: (10) gives 118.4 in aug-cc-pVDZ and 118.7 hartree bohr$^6$ in aug-cc-pVTZ. Correlation also changes the octupole, so the MP2 part is not pure dispersion at finite $R$. The resulting $R^{-7}$ term is not removed by this extrapolation.

Between 20 and 24 bohr the local powers of $R$ are $-6.83$ for HF and $-6.02$ for correlation. The HF value differs from $-7$ because higher multipoles still contribute at these distances.

## Use in a calculation

Start a separated UHF calculation from the block-diagonal fragment density matrices, with fragment spins that add up to the required $M_S$. Equation (1) concerns the global minimum, and a self-consistency iteration may stop at another stationary solution. The converged energy should therefore be compared with the fragment sum and with neighbouring charge and spin divisions.

At distances where overlap is negligible, an HF interaction energy can be checked against (7) using fragment densities and coupled responses. Near contact the omitted overlap terms dominate. For the methane pair above, HF gives $+1.15\times10^{-3}$ hartree at 7 bohr while (7) gives $-3.9\times10^{-4}$, and at 11 bohr the values are still $-6.2\times10^{-6}$ and $-2.7\times10^{-6}$ hartree. The gap at 11 bohr is mainly basis-set superposition error: each monomer borrows the functions of the other, and the counterpoise-corrected HF value is $-2.3\times10^{-6}$ hartree ($+1.33\times10^{-3}$ at 7 bohr). Dispersion must come from a correlation treatment. The numerical check tests the linearity in $p_i$, both dissociation limits, the RHF tail coefficient, the induction energy at 14 bohr, the polarizability limit, the octupole coefficient and $C_6$.

## Computed values

```
Random determinants: max UHF second difference 5.7e-14 hartree
Smallest energy drop on localizing: 8.9439 hartree
RHF second difference 0.650001, (J_aa+J_bb)/2 0.650001 hartree
C-H bond 2.05 bohr; extra p exponent on departing H 0.25
E_UHF(CH3) -39.55422830, E(H) -0.49823291, sum -40.05246121 hartree
Cost of CH3+ + H-: 0.4445; of CH3- + H+: 0.5845 hartree
R(C-H)/bohr   E_UHF-sum/hartree   E_RHF-sum/hartree   H population in RHF
    2.05    -1.493107163e-01       -0.14931072      0.93724
    4.00    -1.316913958e-02        0.02481333      1.12230
    6.00    -7.585822197e-04        0.14813456      1.18380
   10.00    -1.586957637e-06        0.23094182      1.18060
   14.00    -5.644970713e-08        0.24788838      1.17215
   50.00    -2.293631951e-11        0.27525393      1.15572
  100.00    -3.979039320e-13        0.28042166      1.15240
  400.00     0.000000000e+00        0.28427187      1.14989
RHF tail coefficient, 100 to 400 bohr: 0.51336 hartree bohr; ionic weight 0.51142
RHF error at infinite R: 0.28555 hartree = 7.770 eV
CH3 dipole toward H -0.22827 e bohr; alpha(H) 3.07733 bohr^3
At 14 bohr: field -1.91548e-04 a.u., -alpha F^2/2 = -5.64543e-08 hartree, UHF -5.64497e-08
E_RHF(CH4) -40.20167389 hartree
Lowest stability eigenvalues: singlet 0.5360, triplet 0.3074 hartree
Cost of CH4+ + CH4-: 0.7407; of two triplets: 0.8929 hartree
Unit charge at 20 bohr: induction -3.86995e-05 hartree, -2 R^4 E = 12.3838 bohr^3
Unit charge at 30 bohr: induction -7.69576e-06 hartree, -2 R^4 E = 12.4671 bohr^3
alpha(CH4): from energies 12.5338, coupled 12.5339, uncoupled 9.9822 bohr^3
R/bohr  HF interaction  frozen-density part  MP2 correlation part (hartree)
   16    -2.41123e-07    -2.41032e-07    -4.49935e-06
   20    -5.36253e-08    -5.36195e-08    -1.17068e-06
   24    -1.54376e-08    -1.54374e-08    -3.90873e-07
Octupole O 0.91787 e bohr^3; -90 O^2 = -75.824, from HF energies -75.667 hartree bohr^7
C6 from monomer orbitals 74.316, from MP2 energies 74.066 hartree bohr^6
Local power of R, 20 to 24 bohr: HF -6.830, correlation -6.017
```
